# Kramers recursion leaves one factor free in the lower hydrogenic moments: test program

```python
# Kramers recursion for hydrogenic radial moments (atomic units, charge Z).
# u = r R, u'' = Q u, Q = l(l+1)/r^2 - 2Z/r + kappa^2, kappa = Z/n, u ~ c r^(l+1),
# M_k = int u^2 r^k dr (finite for k > -2l-3).  For s > -2l-1:
#   (s+1) kappa^2 M_s - (2s+1) Z M_(s-1) + (s/4)((2l+1)^2 - s^2) M_(s-2) = 0.
# Under test: integer s gives two uncoupled chains, k >= -1 (fixed by M_0 = 1) and
# -2l-2 <= k <= -2 (free up to one factor).  The factor comes from outside:
#   dE/dlambda = (l+1/2) M_(-2) = Z^2/n^3 with E = -Z^2/(2 (n_r+lambda+1)^2), or
#   -2l kappa^2 M_(-2l-1) + (4l+1) Z M_(-2l-2) = (2l+1)^2 c^2/2.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh
from scipy.constants import physical_constants, fine_structure

R = sp.Rational
half = R(1, 2)
r = sp.Symbol('r', positive=True)


def kramers_coefficients(s, n, l, Z):
    return ((s + 1) * Z**2 / n**2, -(2 * s + 1) * Z,
            s * ((2 * l + 1)**2 - s**2) / 4)


# total-derivative identity; g stands for r^s, p for u'
u, p, g, s, Zs, ns, ls = sp.symbols('u p g s Z n l')
Q = ls * (ls + 1) / r**2 - 2 * Zs / r + Zs**2 / ns**2


def total_derivative(x):
    return (sp.diff(x, r) + p * sp.diff(x, u) + Q * u * sp.diff(x, p)
            + s * g / r * sp.diff(x, g))


f = r * g
f1 = total_derivative(f)
f2 = total_derivative(f1)
W = f * p**2 - f1 * u * p + (f2 / 2 - f * Q) * u**2
ca, cb, cc = kramers_coefficients(s, ns, ls, Zs)
assert sp.expand(total_derivative(W) + 2 * u**2 * g * (ca + cb / r + cc / r**2)) == 0


def exact_state(n, l, Z):
    kappa = R(Z, n)
    poly = sp.expand(r**(l + 1) * sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * kappa * r))
    wave = poly * sp.exp(-kappa * r)
    q = l * (l + 1) / r**2 - 2 * Z / r + kappa**2
    assert sp.simplify(sp.expand(sp.diff(wave, r, 2) - q * wave)) == 0
    terms = {m[0]: co for m, co in sp.Poly(sp.expand(poly**2), r).terms()}

    def raw(k):
        return sum(co * sp.gamma(m + k + 1) / (2 * kappa)**(m + k + 1)
                   for m, co in terms.items())
    norm = raw(0)
    density = sp.lambdify(r, poly**2 * sp.exp(-2 * kappa * r) / norm, 'mpmath')
    return (lambda k: raw(k) / norm), terms[2 * l + 2] / norm, density


def kramers_matrix(svalues, powers, n, l, Z):
    mat = sp.zeros(len(svalues), len(powers))
    for i, sv in enumerate(svalues):
        co = kramers_coefficients(sp.sympify(sv), sp.Integer(n), l, Z)
        for j in range(3):
            if co[j] != 0:
                mat[i, powers.index(sv - j)] = co[j]
    return mat


def unit_row(k, powers):
    return sp.Matrix([[1 if x == k else 0 for x in powers]])


def solve_with_seed(n, l, Z, top, extra_row, extra_value):
    powers = list(range(-2 * l - 2, top + 1))
    mat = kramers_matrix(list(range(-2 * l, top + 1)), powers, n, l, Z)
    rhs = sp.Matrix([0] * mat.rows + [1, extra_value])
    full = sp.Matrix.vstack(mat, unit_row(0, powers), extra_row)
    return dict(zip(powers, full.LUsolve(rhs)))


top = 6
for n, l, Z in [(1, 0, 1), (3, 0, 2), (2, 1, 1), (4, 1, 3), (4, 2, 51), (5, 3, 2)]:
    M, c2, density = exact_state(n, l, Z)
    powers = list(range(-2 * l - 2, top + 1))
    exact = sp.Matrix([M(k) for k in powers])
    mat = kramers_matrix(list(range(-2 * l, top + 1)), powers, n, l, Z)
    assert (mat * exact).is_zero_matrix
    # one free direction remains, with M_0 only or with every upper moment imposed
    for fixed in ([0], [k for k in powers if k >= -1]):
        null = sp.Matrix.vstack(mat, *[unit_row(k, powers) for k in fixed]).nullspace()
        assert len(null) == 1
        vec = null[0] * M(-2) / null[0][powers.index(-2)]
        assert all(vec[i] == (exact[i] if k <= -2 else 0) for i, k in enumerate(powers))
    # half-integer chain: the relation holds and two adjacent seeds fix all
    hs = [j + half for j in range(-2 * l - 1, top)]
    hp = [j + half for j in range(-2 * l - 3, top)]
    hmat = kramers_matrix(hs, hp, n, l, Z)
    hval = [sp.N(M(k), 30) for k in hp]
    for i in range(hmat.rows):
        parts = [hmat[i, j] * hval[j] for j in range(hmat.cols)]
        assert abs(sum(parts)) < 1e-20 * sum(abs(x) for x in parts)
    assert sp.Matrix.vstack(hmat, unit_row(half, hp), unit_row(-half, hp)).nullspace() == []
    # seeds: Hellmann-Feynman value, lowest moment, origin amplitude
    end_row = kramers_matrix([-2 * l - 1], powers, n, l, Z)
    seeds = [(unit_row(-2, powers), Z**2 / (n**3 * (l + half))),
             (unit_row(-2 * l - 2, powers), M(-2 * l - 2)),
             (end_row, (2 * l + 1)**2 * c2 / 2)]
    for row, value in seeds:
        sol = solve_with_seed(n, l, Z, top, row, value)
        assert all(sol[k] == M(k) for k in powers)
    # closed forms against the integrals
    L = l * (l + 1)
    assert M(-1) == R(Z, n**2) and M(1) == R(3 * n**2 - L, 2 * Z)
    assert M(2) == R(n**2 * (5 * n**2 + 1 - 3 * L), 2 * Z**2)
    if l > 0:
        assert M(-3) == Z**3 / (n**3 * L * (l + half))
        assert M(-4) == Z**4 * (3 * n**2 - L) / (
            2 * n**5 * (l - half) * L * (l + half) * (l + 3 * half))

    # logarithmic divergence of the first missing moment (correction of order Z*eps)
    def cutoff(eps):
        return mp.quad(lambda x: density(mp.exp(x)) * mp.exp((-2 * l - 2) * x),
                       mp.linspace(mp.log(eps / Z), mp.log(60.0 * n / Z), 12))
    growth = (cutoff(1e-8) - cutoff(1e-6)) / mp.log(100)
    assert abs(growth / float(c2) - 1) < 1e-5

# reflection parity of the upper chain and of the seed
upper = {0: sp.Integer(1)}
co = kramers_coefficients(sp.Integer(0), ns, ls, Zs)
upper[-1] = -co[0] / co[1]
for sv in range(1, 5):
    co = kramers_coefficients(sp.Integer(sv), ns, ls, Zs)
    upper[sv] = sp.expand(-(co[1] * upper[sv - 1] + co[2] * upper[sv - 2]) / co[0])
seed_formula = Zs**2 / (ns**3 * (ls + half))
for flip in ({ls: -ls - 1}, {ns: -ns}):
    assert all(sp.expand(v.subs(flip) - v) == 0 for v in upper.values())
    assert sp.simplify(seed_formula.subs(flip) + seed_formula) == 0


def grid_state(nr, lam, Z):
    # x = ln r, u = exp(x/2) phi: -phi''/2 + ((lam+1/2)^2/2 - Z r) phi = E r^2 phi
    h = 0.12
    x = np.arange(-32.0, 5.2, h) - np.log(Z)
    d = np.subtract.outer(np.arange(x.size), np.arange(x.size))
    kinetic = np.where(d == 0, np.pi**2 / 6,
                       (1.0 - 2.0 * (np.abs(d) % 2)) / np.maximum(d * d, 1)) / h**2
    rr = np.exp(x)
    shift = -3.0 * Z**2
    a = kinetic + np.diag((lam + 0.5)**2 / 2 - Z * rr - shift * rr**2)
    mu, vec = eigh(np.diag(rr**2), a)
    w = vec[:, -1 - nr]**2
    return shift + 1 / mu[-1 - nr], (lambda k: np.sum(w * rr**(k + 2)) / np.sum(w * rr**2))


def energy_slope(nr, lam, Z, d=5e-3):
    e = [grid_state(nr, lam + j * d, Z)[0] for j in (-2, -1, 1, 2)]
    return (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * d)


for nr, lam, Z in [(0, 0.0, 1), (2, 0.0, 1), (1, 0.37, 2), (1, 1.0, 1), (0, 2.6, 3), (1, 2.0, 51)]:
    energy, moment = grid_state(nr, lam, Z)
    nu = nr + lam + 1
    slope = energy_slope(nr, lam, Z)
    assert abs(energy / (-Z**2 / (2 * nu**2)) - 1) < 1e-8
    assert abs(slope / ((lam + 0.5) * moment(-2)) - 1) < 1e-6
    assert abs(moment(-2) * nu**3 * (lam + 0.5) / Z**2 - 1) < 1e-7
    if lam >= 1:
        assert abs(lam * (lam + 1) * moment(-3) / (Z * moment(-2)) - 1) < 1e-7

# worked example: hydrogen-like Sb 50+, 4d
a0 = physical_constants['Bohr radius'][0] * 1e10
Eh = physical_constants['Hartree energy in eV'][0]
n, l, Z = 4, 2, 51
M, c2, density = exact_state(n, l, Z)
powers = list(range(-2 * l - 2, 3))
true_seed = Z**2 / (n**3 * (l + half))
good = solve_with_seed(n, l, Z, 2, unit_row(-2, powers), true_seed)
bad = solve_with_seed(n, l, Z, 2, unit_row(-2, powers), good[-1]**2)
nodes = [t / mp.mpf(Z) for t in (0, 2, 6, 12, 25, 50, 100, 200)]
quad = {k: mp.quad(lambda t: density(t) * t**k, nodes) for k in powers}
for k in powers:
    assert abs(quad[k] / float(good[k]) - 1) < 1e-10
    target = (l + 0.5) / n if k <= -2 else 1.0
    assert abs(float(bad[k]) / quad[k] - target) < 1e-10
energy, moment = grid_state(n - l - 1, float(l), Z)
slope = energy_slope(n - l - 1, float(l), Z)

print(f"Bohr radius = {a0:.6f} A, hartree = {Eh:.5f} eV")
print(f"Sb50+ 4d: Z = {Z}, n = {n}, l = {l}, n_r = {n - l - 1}")
print(f"(Z alpha/n)^2 = {(Z * fine_structure / n)**2:.5f} (dimensionless)")
print(f"a0/Z = {a0 / Z:.7f} A")
print(f"kappa = Z/(n a0) = {Z / n / a0:.4f} A^-1")
print(f"E (grid) = {energy * Eh:.3f} eV")
for lam in (1.99, 2.01):
    print(f"E(lambda = {lam}) (grid) = {grid_state(n - l - 1, lam, Z)[0] * Eh:.4f} eV")
print(f"dE/dlambda (finite difference) = {slope * Eh:.4f} eV")
print(f"Z^2/n^3 hartree = {Z**2 / n**3 * Eh:.4f} eV")
print(f"<r^-2> from dE/dlambda = {slope / (l + 0.5) / a0**2:.4f} A^-2")
for k in sorted(powers, reverse=True):
    if k != 0:
        print(f"<r^{k}> = {good[k] * sp.Integer(Z)**k} (a0/Z)^{k}")
for k in sorted(powers, reverse=True):
    if k != 0:
        print(f"<r^{k}> recursion = {float(good[k]) * a0**k:.6e} A^{k}, "
              f"quadrature = {float(quad[k]) * a0**k:.6e} A^{k}")
print(f"mean Coulomb force Z<r^-2> = {float(Z * quad[-2]) * Eh / a0:.6e} eV/A")
print(f"mean centrifugal force l(l+1)<r^-3> = {float(l * (l + 1) * quad[-3]) * Eh / a0:.6e} eV/A")
print(f"centrifugal energy l(l+1)<r^-2>/2 = {float(l * (l + 1) * good[-2] / 2) * Eh:.3f} eV")
print(f"c^2 (explicit u) = {c2 / sp.Integer(Z)**7} (Z/a0)^7 = {float(c2) / a0**7:.6e} A^-7")
end_left = -2 * l * R(Z, n)**2 * good[-2 * l - 1] + (4 * l + 1) * Z * good[-2 * l - 2]
print(f"end relation, moment side = {float(end_left) / a0**7:.6e} A^-7")
print(f"end relation, (2l+1)^2 c^2/2 = {float((2 * l + 1)**2 * c2 / 2) / a0**7:.6e} A^-7")
for k in range(-2, -2 * l - 3, -1):
    print(f"false seed <1/r>^2: <r^{k}> = {float(bad[k]) * a0**k:.6e} A^{k}, "
          f"ratio to true = {float(bad[k] / quad[k]):.4f}")
residual = kramers_matrix(list(range(-2 * l, 3)), powers, n, l, Z) * sp.Matrix([bad[k] for k in powers])
print(f"largest Kramers residual of the false chain = {max(abs(x) for x in residual)} (a.u.)")
print("checks complete")
```

Printed output:

```
Bohr radius = 0.529177 A, hartree = 27.21139 eV
Sb50+ 4d: Z = 51, n = 4, l = 2, n_r = 1
(Z alpha/n)^2 = 0.00866 (dimensionless)
a0/Z = 0.0103760 A
kappa = Z/(n a0) = 24.0940 A^-1
E (grid) = -2211.775 eV
E(lambda = 1.99) (grid) = -2222.8760 eV
E(lambda = 2.01) (grid) = -2200.7579 eV
dE/dlambda (finite difference) = 1105.8877 eV
Z^2/n^3 hartree = 1105.8877 eV
<r^-2> from dE/dlambda = 58.0521 A^-2
<r^2> = 504 (a0/Z)^2
<r^1> = 21 (a0/Z)^1
<r^-1> = 1/16 (a0/Z)^-1
<r^-2> = 1/160 (a0/Z)^-2
<r^-3> = 1/960 (a0/Z)^-3
<r^-4> = 1/3840 (a0/Z)^-4
<r^-5> = 1/10240 (a0/Z)^-5
<r^-6> = 13/184320 (a0/Z)^-6
<r^2> recursion = 5.426158e-02 A^2, quadrature = 5.426158e-02 A^2
<r^1> recursion = 2.178965e-01 A^1, quadrature = 2.178965e-01 A^1
<r^-1> recursion = 6.023502e+00 A^-1, quadrature = 6.023502e+00 A^-1
<r^-2> recursion = 5.805212e+01 A^-2, quadrature = 5.805212e+01 A^-2
<r^-3> recursion = 9.324722e+02 A^-3, quadrature = 9.324722e+02 A^-3
<r^-4> recursion = 2.246699e+04 A^-4, quadrature = 2.246699e+04 A^-4
<r^-5> recursion = 8.119799e+05 A^-5, quadrature = 8.119799e+05 A^-5
<r^-6> recursion = 5.651779e+07 A^-6, quadrature = 5.651779e+07 A^-6
mean Coulomb force Z<r^-2> = 4.263243e+04 eV/A
mean centrifugal force l(l+1)<r^-3> = 4.263243e+04 eV/A
centrifugal energy l(l+1)<r^-2>/2 = 1327.065 eV
c^2 (explicit u) = 1/20480 (Z/a0)^7 = 3.770972e+09 A^-7
end relation, moment side = 4.713715e+10 A^-7
end relation, (2l+1)^2 c^2/2 = 4.713715e+10 A^-7
false seed <1/r>^2: <r^-2> = 3.628258e+01 A^-2, ratio to true = 0.6250
false seed <1/r>^2: <r^-3> = 5.827951e+02 A^-3, ratio to true = 0.6250
false seed <1/r>^2: <r^-4> = 1.404187e+04 A^-4, ratio to true = 0.6250
false seed <1/r>^2: <r^-5> = 5.074874e+05 A^-5, ratio to true = 0.6250
false seed <1/r>^2: <r^-6> = 3.532362e+07 A^-6, ratio to true = 0.6250
largest Kramers residual of the false chain = 0 (a.u.)
checks complete
```
